# Silica thickness removed per laser interference fringe during etching

**Setting and data.** A silica film on a silicon wafer is thinned from above by a plasma. A laser beam strikes the wafer at normal incidence, and a detector records the reflected power. The film is uniform over the beam, unpatterned and non-absorbing, and its refractive index stays constant. The gas has index 1.

The laser wavelength is $\lambda=632.8$ nm and the silica index is $n=1.46$. For silicon take the rough complex index $N=3.88+0.02\,i$, where the positive imaginary part describes absorption for fields varying as $e^{-i\omega t}$. The film is $1000$ nm thick at the start, and neighbouring maxima of the recorded power are $130$ s apart.

One fringe means one full cycle of the reflected power, from a maximum to the next maximum.

## Part (a): the two-beam argument

**Question.** Consider the wave reflected at the top of the film and the wave reflected once at the silica–silicon interface. Follow both optical paths as silica is removed, and show that one fringe corresponds to the removal of about 217 nm.

**Model answer.** Measure both paths from a fixed plane at height $H$ above the silicon surface. When the film has thickness $d$, the gas gap below this plane is $H-d$. Each wave crosses its path twice, once down and once up, so the optical path lengths are

$$
L_{\rm top}=2(H-d),\qquad L_{\rm bottom}=2(H-d)+2nd .
$$

The factor $n$ appears because the wavelength inside silica is $\lambda/n$, so a length $d$ of silica holds as many wavelengths as a length $nd$ of gas.

Now remove a thickness $\Delta$, so that $d$ becomes $d-\Delta$. The changes are

$$
\delta L_{\rm top}=+2\Delta,\qquad
\delta L_{\rm bottom}=+2\Delta-2n\Delta .
$$

The first term is common to both waves: the gas gap has grown for each of them. It cancels in the difference,

$$
\delta(L_{\rm bottom}-L_{\rm top})=-2n\Delta .
$$

The minus sign says that the path difference shrinks during etching. Reflection at each interface may add a phase of its own, but that phase does not depend on $d$. It can move the positions of the maxima, not their spacing.

The interference returns to the same condition when the path difference has changed by one wavelength. Writing $\Delta d$ for the removal per fringe,

$$
2n\,\Delta d=\lambda
\quad\Longrightarrow\quad
\Delta d=\frac{\lambda}{2n}
=\frac{632.8\ \text{nm}}{2\times1.46}
=216.7\ \text{nm}\approx217\ \text{nm}.
$$

The factor 2 comes from the double passage and the factor $n$ from the shorter wavelength in silica. From a maximum to the next minimum, half of this thickness is removed, $108.4$ nm.

## Part (b): all multiple reflections

**Question.** Light can bounce repeatedly inside the film. Sum all the reflected waves and decide whether the spacing found in part (a) survives. Show also that there is no second maximum within one period.

**Model answer.** Let $r_{01}$ be the field reflection coefficient from gas to silica and $r_{12}$ that from silica to silicon:

$$
r_{01}=\frac{1-n}{1+n}=-0.1870,\qquad
r_{12}=\frac{n-N}{n+N},\qquad |r_{12}|=0.4532 .
$$

One passage through the film multiplies the field by $e^{i\beta}$, with $\beta=2\pi nd/\lambda$. The transmission coefficients into and out of the film are $t_{01}=2/(1+n)$ and $t_{10}=2n/(1+n)$. Their product is

$$
t_{01}t_{10}=\frac{4n}{(1+n)^2}
=\frac{(1+n)^2-(1-n)^2}{(1+n)^2}=1-r_{01}^2 .
$$

Reflection at the top surface from inside the film has the opposite sign, $r_{10}=-r_{01}$. With the abbreviation $E=e^{2i\beta}$ for a round trip, the total reflected field relative to the incident field is

$$
r=r_{01}+t_{01}t_{10}\,r_{12}E
\sum_{m=0}^{\infty}(-r_{01}r_{12}E)^m .
$$

The geometric series converges because $|r_{01}r_{12}|<1$. Its sum is $1/(1+r_{01}r_{12}E)$, and a common denominator gives

$$
r=\frac{r_{01}+r_{01}^2r_{12}E+(1-r_{01}^2)r_{12}E}{1+r_{01}r_{12}E}
=\frac{r_{01}+r_{12}E}{1+r_{01}r_{12}E}.
$$

The thickness enters through $E=e^{4\pi i nd/\lambda}$ alone. This factor repeats when $4\pi n\,\Delta d/\lambda=2\pi$, which is again $\Delta d=\lambda/(2n)$. Within the stated assumptions the result is therefore not restricted to two beams.

To count the maxima, write $a=|r_{01}|$, $\rho=|r_{12}|$ and $\varphi=\arg(r_{12}/r_{01})$. Since $r_{01}=-a$, we have $r_{12}=-\rho e^{i\varphi}$. With $\theta=2\beta+\varphi$, the numerator of $r$ becomes $-(a+\rho e^{i\theta})$ and the denominator becomes $1+a\rho e^{i\theta}$. Taking squared magnitudes gives the reflectance, the fraction of the incident power that is reflected:

$$
R=|r|^2=\frac{a^2+\rho^2+2a\rho\cos\theta}{1+a^2\rho^2+2a\rho\cos\theta}.
$$

Let $c=\cos\theta$, and differentiate with the quotient rule. The terms containing $c$ in the numerator of the derivative cancel, leaving

$$
\frac{dR}{dc}
=\frac{2a\rho\,[(1+a^2\rho^2)-(a^2+\rho^2)]}{(1+a^2\rho^2+2a\rho c)^2}
=\frac{2a\rho(1-a^2)(1-\rho^2)}{(1+a^2\rho^2+2a\rho c)^2}>0 .
$$

Thus $R$ rises steadily with $\cos\theta$. The cosine has one maximum and one minimum per period, and so has $R$. Multiple reflections change the shape of the fringe, because $R$ is not a linear function of $\cos\theta$, but they leave its period unchanged.

A numerical integration of the wave equation through the film, which does not use this series, also gives a spacing of $216.71$ nm between maxima for the same indices. The value is in the numerical output.

## Part (c): the recorded signal

**Question.** Find the highest and lowest reflectance and the film thicknesses at which maxima occur. What does the signal do as the last silica disappears?

**Model answer.** At a maximum $\cos\theta=1$, and both numerator and denominator of $R$ are perfect squares:

$$
R_{\max}=\left(\frac{a+\rho}{1+a\rho}\right)^2
=\left(\frac{0.1870+0.4532}{1+0.1870\times0.4532}\right)^2
=34.8\,\%.
$$

At a minimum $\cos\theta=-1$, so

$$
R_{\min}=\left(\frac{\rho-a}{1-a\rho}\right)^2
=\left(\frac{0.4532-0.1870}{1-0.1870\times0.4532}\right)^2
=8.5\,\%.
$$

Maxima require $4\pi nd/\lambda+\varphi=2\pi m$, with integer $m$. Solving for the thickness,

$$
d_m=m\,\Delta d-\frac{\varphi}{2\pi}\,\Delta d .
$$

If silicon did not absorb, $r_{12}$ and $r_{01}$ would both be negative real numbers and $\varphi$ would vanish. The small imaginary part of $N$ makes $\varphi$ slightly positive and shifts every maximum by $-0.16$ nm. Within the original film, the maxima occur at thicknesses of $866.7$, $650.0$, $433.3$ and $216.6$ nm.

The starting thickness of $1000$ nm lies between a maximum and a minimum. The signal first falls to the minimum at $975.0$ nm, then rises to the maximum at $866.7$ nm.

At $d=0$ the phase is $\theta=\varphi$, which is close to zero. Bare silicon therefore reflects almost as much as the film at a maximum. During the last half fringe the signal climbs towards $34.8\,\%$ and then stays there, provided that the exposed silicon remains smooth and clean and its temperature, on which its index depends, stays constant. Near $\theta=0$ the cosine is $1-\theta^2/2$, so the approach has almost no slope. The moment of clearing is a gradual levelling, not a sharp corner.

## Part (d): etch rate and clearing time

**Question.** Use the measured fringe time to find the etch rate. Predict when the first maximum appears and when the film clears, assuming a constant rate. State what the fringe count does not determine.

**Model answer.** The mean rate over one fringe is the thickness removed divided by the elapsed time:

$$
v=\frac{216.7\ \text{nm}}{130\ \text{s}}\times60\ \frac{\text{s}}{\text{min}}
=100\ \text{nm/min}.
$$

The first maximum appears after $1000-866.7=133.3$ nm has been removed. This takes

$$
t_1=\frac{133.3\ \text{nm}}{100\ \text{nm/min}}\times60\ \frac{\text{s}}{\text{min}}=80\ \text{s}.
$$

Clearing the whole film takes $1000/100=10$ min, or $600$ s. The film contains $1000/216.7=4.61$ fringes. The times agree with the sequence of maxima: the fourth comes at $80+3\times130=470$ s, and about one more fringe time remains until $600$ s.

If the rate drifts, each fringe still represents the same removal, but the fringe times differ. Each interval then gives the mean rate over that interval.

The spacing does not reveal the direction of the change, since a growing film passes through the same reflectances in reverse order. Nor does one reflectance fix the absolute thickness, because adding $\Delta d$ to $d$ leaves $R$ unchanged. The initial thickness must be known separately, or the fringes must be counted back from clearing.

## Part (e): two arrangements with a different answer

**Question.** What happens if (i) light from one moving opaque surface interferes with light from a fixed mirror, and (ii) the material below the silica has the same index as silica?

**Model answer.** (i) The reference path is constant. When the surface recedes by $\Delta$, the other path grows by $2\Delta$, all of it in gas. One fringe therefore requires $2\Delta=\lambda$, which gives

$$
\Delta=\frac{\lambda}{2}=316.4\ \text{nm}.
$$

The index of the removed material does not enter, because the light does not travel through it. Using the film value of $216.7$ nm for this instrument would understate the removal by $1-216.7/316.4=32\,\%$ of its true value.

(ii) Equal indices give $r_{12}=0$. The formula of part (b) reduces to $r=r_{01}$, so $R=(0.1870)^2=3.5\,\%$ for every thickness. There are no fringes, although silica is still being removed, provided that no light returns from deeper down. The film method needs a reflecting lower interface. On a silica wafer with a polished, parallel back face within the coherence length of the laser, that face takes this role, and fringes with the spacing $216.7$ nm return.

## Part (f): how far the result can be trusted

**Question.** Estimate the effects of an index error of $0.01$, a beam tilt of $5^\circ$, heating by $100$ K, a thickness range of $20$ nm across the beam, and the difference between air and vacuum wavelengths. Which matters most for the depth scale, and how does the model compare with a real wafer?

**Model answer.** *Index.* If the true index is $1.47$ instead of $1.46$, the removal per fringe is multiplied by $1.46/1.47$. It falls by $1.47$ nm, or $0.68\,\%$ of the value found in part (a). Over a depth of $1000$ nm this is about $7$ nm.

*Tilt.* Let the angle be $\alpha$ in the gas and $\alpha'$ in the film, with $\sin\alpha=n\sin\alpha'$. The wave in the film travels an optical length $2nd/\cos\alpha'$. It emerges displaced sideways by $2d\tan\alpha'$, so the top reflection travels an extra $2d\tan\alpha'\sin\alpha$ in gas to reach the same wavefront. The path difference is

$$
\frac{2nd}{\cos\alpha'}-2d\tan\alpha'\,(n\sin\alpha')
=2nd\,\frac{1-\sin^2\alpha'}{\cos\alpha'}
=2nd\cos\alpha' .
$$

Since $n\cos\alpha'=\sqrt{n^2-\sin^2\alpha}$, the fringe becomes

$$
\Delta d(\alpha)=\frac{\lambda}{2\sqrt{n^2-\sin^2\alpha}} .
$$

At $\alpha=5^\circ$ it is $0.39$ nm larger than at normal incidence.

*Heating.* Take a rough thermo-optic coefficient of $10^{-5}$ per kelvin for silica. Heating by $100$ K then raises $n$ by $0.001$. The phase depends on the product $nd$, so this imitates a thickness increase of

$$
d\,\frac{\delta n}{n}=1000\ \text{nm}\times\frac{0.001}{1.46}=0.68\ \text{nm}
$$

for the full film. Thermal expansion and the temperature dependence of the silicon index are left out of this estimate.

*Uneven thickness.* Suppose the thickness is spread evenly over $20$ nm across the beam and this range stays fixed. The detector adds the powers from the different places. A sum of shifted signals with the same period keeps that period, while the difference between highest and lowest power falls to $98.5\,\%$ of its uniform-film value. If the range reached one full fringe, the detector would average over a complete period and the fringes would vanish.

*Wavelength.* The value $632.8$ nm refers to air. With a rough air refractivity of $2.8\times10^{-4}$, the vacuum wavelength is larger by that fraction. If $1.46$ is the index relative to vacuum, this adds $0.06$ nm per fringe. If it is the index relative to air, as tabulated silica values usually are, wavelength and index grow by the same fraction and $\lambda/(2n)$ does not change.

Among these effects, the index error changes the depth scale most. It also explains why quoting $217$ nm is sensible when the index is known to about $0.01$: further digits would describe the input values, not the film.

*Comparison with a real wafer.* An index near $1.46$ is appropriate for dense thermally grown silica at this wavelength, while deposited oxides can differ with density and composition. A rate of $100$ nm/min is a plausible order of magnitude for oxide etching in a fluorocarbon plasma, where the rate depends strongly on the process. A production wafer usually carries a mask pattern, so the assumption of an unpatterned film fails there. A mask whose reflection stays constant and adds in power contributes a steady background and leaves the spacing alone. If light from a mask of fixed height adds coherently to light from the film, the mask wave interferes with both film reflections, and further components join the $216.7$ nm fringe. With the top reflection it gives the spacing of part (e)(i), $316.4$ nm. The path of the wave reflected at the silicon changes by only $2\Delta-2n\Delta$, as found in part (a), so its interference with the mask wave has the longer spacing $\lambda/[2(n-1)]=687.8$ nm. This second component is the stronger of the two, because the silicon interface reflects more than the top of the film. Waves reflected more than once at the silicon add weaker components, the first with the spacing $\lambda/[2(2n-1)]=164.8$ nm. These spacings assume openings much wider than the wavelength, so that light crosses them as it crosses free gas. A transparent mask that erodes is itself a thinning film and can add fringes of its own. The value of $217$ nm per fringe should then be applied to a signal taken from an open area of the film.

## Calculated quantities

```
laser wavelength: 632.8 nm
silica index: 1.46
silicon index, rough: 3.88 + 0.02 i
removal per fringe, formula: 216.71 nm
removal per fringe, wave equation: 216.71 nm
removal from maximum to next minimum: 108.4 nm
fixed-mirror interferometer, per fringe: 316.4 nm
starting thickness: 1000 nm
thickness at maxima: 866.7, 650.0, 433.3, 216.6 nm
thickness at minima: 975.0, 758.3, 541.6, 324.9, 108.2 nm
removal at first maximum: 133.3 nm
fringes to clear the film: 4.61
time per fringe: 130 s
etch rate: 100.0 nm/min
time to first maximum: 80 s
time to clear the film: 600 s
top-surface field reflection r01: -0.1870
buried-interface field reflection |r12|: 0.4532
highest reflectance: 34.8 %
lowest reflectance: 8.5 %
index error assumed: 0.01
  change per fringe: -1.47 nm
  relative change: -0.68 %
tilt assumed: 5 degrees
  change per fringe: 0.39 nm
heating assumed: 100 K
  thermo-optic coefficient, rough: 1.0e-05 1/K
  apparent thickness change, full film: 0.68 nm
shift of all maxima by silicon absorption: -0.16 nm
thickness range across beam assumed: 20 nm
  contrast kept: 98.5 %
air refractivity, rough: 2.8e-04
  change per fringe with vacuum wavelength: 0.06 nm
```
